# Signal-to-noise ratio of secondary-electron counting in a scanning electron microscope, part 1

(Sections cited here and not found follow in the second part.)

## First half: the counting statistics of one pixel

In a scanning electron microscope a focused beam of primary electrons dwells on one point of the specimen for a set time. Secondary electrons leave the surface, a detector collects them, and their number sets the grey level of one pixel. If the measurement is repeated on the same uniform patch, the number differs from one repetition to the next, even when the beam current and the specimen stay the same. The problem is to find how large this scatter is compared with the signal.

The model has two random steps. During the measurement of the pixel, \(K\) primaries arrive. The number \(K\) follows a Poisson law with mean \(N>0\):

\[
P(K=k)=e^{-N}\frac{N^k}{k!},\qquad k=0,1,2,\dots
\]

Primary number \(i\) releases \(X_i\) secondaries, and \(X_i\) follows a Poisson law with mean \(d>0\). The mean \(d\) is the secondary yield. It may be smaller or larger than one. The numbers \(X_1,X_2,\dots\) are independent of one another and of \(K\). Every secondary is counted, nothing else is counted, and the signal is

\[
S=X_1+X_2+\dots+X_K,\qquad S=0\ \text{if}\ K=0 .
\]

The signal-to-noise ratio is defined as an amplitude ratio,

\[
R=\frac{E[S]}{\sqrt{\operatorname{Var}S}},
\]

where \(E\) is the average over many repetitions and \(\operatorname{Var}S=E[(S-E[S])^2]\). Some fields quote the square of this ratio, or its logarithm in decibels; neither is used here. The ratio describes one grey level on a uniform patch. It is not the contrast between two regions.

### (a) The signal for a known number of primaries

**Question.** Suppose that exactly \(k\) primaries have arrived. Find the mean and the variance of \(S\).

**Solution.** The mean and variance of one Poisson number are needed first. For the mean, the term \(n=0\) contributes nothing, and \(n/n!=1/(n-1)!\) for the others:

\[
E[X]=\sum_{n=1}^{\infty}n\,e^{-d}\frac{d^n}{n!}
=d\,e^{-d}\sum_{n=1}^{\infty}\frac{d^{\,n-1}}{(n-1)!}
=d\,e^{-d}e^{d}=d .
\]

For the variance it is easiest to average \(X(X-1)\), because this product cancels two factors of the factorial:

\[
E[X(X-1)]=\sum_{n=2}^{\infty}e^{-d}\frac{d^n}{(n-2)!}
=d^2e^{-d}\sum_{n=2}^{\infty}\frac{d^{\,n-2}}{(n-2)!}=d^2 .
\]

Since \(X^2=X(X-1)+X\), the mean square is \(E[X^2]=d^2+d\), and

\[
\operatorname{Var}X=E[X^2]-(E[X])^2=d^2+d-d^2=d .
\]

Now fix \(K=k\). Because the \(X_i\) are independent of \(K\), knowing \(k\) does not change their law. The mean of a sum is the sum of the means, so

\[
E[S\mid K=k]=kd .
\]

The deviation of the sum from this mean is \(\sum_i (X_i-d)\). Its square contains \(k\) squared terms and the cross terms with \(i\neq j\):

\[
\operatorname{Var}(S\mid K=k)=\sum_{i=1}^{k}E[(X_i-d)^2]+\sum_{i\ne j}E[(X_i-d)(X_j-d)] .
\]

For independent numbers the average of a product is the product of the averages. Each cross term is therefore \(E[X_i-d]\,E[X_j-d]=0\), and

\[
\operatorname{Var}(S\mid K=k)=kd .
\]

With a known number of primaries, the variance of the signal equals its mean. The scatter at this stage comes from emission alone.

### (b) The number of primaries is not known

**Question.** Find the mean and variance of \(S\) when \(K\) varies from one repetition to the next. Identify the part of the variance that comes from the arrivals.

**Solution.** Write \(M=E[S\mid K]\) for the mean signal at the value of \(K\) that happens to occur. By part (a), \(M=Kd\), which is itself a random number because \(K\) is. Averaging it over \(K\) gives

\[
E[S]=E[Kd]=d\,E[K]=Nd .
\]

For the variance, split the deviation of \(S\) into two pieces:

\[
S-E[S]=(S-M)+(M-E[S]).
\]

The first piece is the scatter of emission around the mean for the given \(K\). The second is the displacement of that mean caused by the number of arrivals. Squaring and averaging gives

\[
\operatorname{Var}S=E[(S-M)^2]+E[(M-E[S])^2]+2E[(S-M)(M-E[S])].
\]

The last term vanishes. To see this, take the average in two stages, first at fixed \(K\) and then over \(K\). At fixed \(K\) the factor \(M-E[S]\) is a constant, and the average of \(S-M\) is zero by the definition of \(M\). What remains is the law of total variance:

\[
\operatorname{Var}S=E\big[\operatorname{Var}(S\mid K)\big]+\operatorname{Var}\big(E[S\mid K]\big).
\]

Both terms follow from part (a). The first is

\[
E\big[\operatorname{Var}(S\mid K)\big]=E[Kd]=Nd .
\]

In the second, the constant factor \(d\) leaves the variance as \(d^2\), and the Poisson number \(K\) has variance \(N\):

\[
\operatorname{Var}\big(E[S\mid K]\big)=\operatorname{Var}(Kd)=d^2\operatorname{Var}K=Nd^2 .
\]

Therefore

\[
\operatorname{Var}S=Nd+Nd^2=Nd(1+d).
\]

The emission part is \(Nd\) and the arrival part is \(Nd^2\). The arrival part carries the square of the yield because one extra primary adds, on average, \(d\) secondaries together. They enter the count as a group and not as \(d\) separate accidents. The two parts are equal at \(d=1\), and above that yield the arrivals contribute more.

### (c) The signal-to-noise ratio and its limits

**Question.** Find \(R\). Examine small and large yield, and find what \(R\) would be if one of the two random steps were removed.

**Solution.** Squaring the definition avoids carrying a root through the algebra:

\[
R^2=\frac{(E[S])^2}{\operatorname{Var}S}=\frac{N^2d^2}{Nd(1+d)}=\frac{Nd}{1+d}.
\]

Both \(E[S]\) and the standard deviation are positive, so the positive root applies:

\[
\boxed{R=\sqrt{\frac{Nd}{1+d}}}
\]

No step required \(N\) or \(d\) to be large. Within the stated model the result holds for every positive \(N\) and \(d\), including a mean of less than one primary per pixel.

The inverse square shows the two sources of noise separately:

\[
\frac{1}{R^2}=\frac{1+d}{Nd}=\frac1N+\frac1{Nd}.
\]

The term \(1/N\) is the arrival variance \(Nd^2\) divided by the squared signal \(N^2d^2\). The term \(1/(Nd)\) is the emission variance \(Nd\) divided by the same square. Relative variances add, and the larger one sets most of the noise.

When \(d\ll1\), the second term dominates and \(R\approx\sqrt{Nd}\). Most primaries then release nothing, a primary that releases two or more secondaries is rare, and the secondaries are almost independent events. When \(d\gg1\), the first term dominates and \(R\approx\sqrt N\). Each primary then announces itself by many secondaries whose relative scatter is small, so the measurement amounts to counting primaries. A higher yield at fixed \(N\) improves \(R\), but \(R\) stays below \(\sqrt N\), since \(d/(1+d)<1\).

Now remove one random step at a time. If the number of primaries were fixed at \(N\), an integer in this case, the arrival part would vanish. The variance would be \(Nd\), and

\[
R_{\text{fixed arrivals}}=\frac{Nd}{\sqrt{Nd}}=\sqrt{Nd}.
\]

If instead each primary released the same number \(d\) of secondaries, an integer in this case, the emission part would vanish. The variance would be \(Nd^2\), and

\[
R_{\text{fixed yield}}=\frac{Nd}{\sqrt{N}\,d}=\sqrt N .
\]

The first expression shows what goes wrong if the noise is estimated as the square root of the number of secondaries. That estimate gives \(\sqrt{Nd}\), which is too high by the factor \(\sqrt{1+d}\) for Poisson arrivals. For \(d>1\) it even exceeds \(\sqrt N\), the value for a noiseless emission step.

A constant gain \(g\) after the count changes nothing: the mean becomes \(gE[S]\), the standard deviation becomes \(g\sqrt{\operatorname{Var}S}\), and \(g\) cancels. A brighter image made by amplification alone has the same \(R\).

These results were tested against the full probability distribution of \(S\), built by repeated convolution of the distribution for one primary. For the nine combinations of \(N=0.5,\,6,\,100\) with \(d=0.1,\,1.2,\,4\), the ratio taken from the moments of that distribution differed from the formula by at most \(3.4\times10^{-14}\), relative to the formula. The same construction with exactly 100 primaries and \(d=1.2\) gave \(\sqrt{120}\). With a mean of 100 primaries and exactly two secondaries from each, it gave \(\sqrt{100}\). Both agreed to within a relative \(10^{-7}\).

### (d) The whole distribution, blank pixels and added frames

**Question.** Find the generating function \(G(s)=E[s^S]\). Use it to check the moments, to find the probability that a pixel gives no signal, and to show how \(R\) changes when several frames are added.

**Solution.** The generating function of one primary's emission is

\[
h(s)=E[s^X]=\sum_{n=0}^{\infty}e^{-d}\frac{(ds)^n}{n!}=e^{-d}e^{ds}=e^{d(s-1)} .
\]

For \(k\) independent primaries, \(s^S\) is a product of \(k\) independent factors, so its average is \(h(s)^k\). Averaging over the Poisson number of primaries gives

\[
G(s)=\sum_{k=0}^{\infty}e^{-N}\frac{[N h(s)]^k}{k!}=e^{N[h(s)-1]}
=\exp\!\left\{N\left[e^{d(s-1)}-1\right]\right\}.
\]

Differentiating \(s^S\) once and setting \(s=1\) gives \(S\); differentiating twice gives \(S(S-1)\). Here \(h'=dh\), \(h''=d^2h\) and \(h(1)=G(1)=1\). Hence

\[
G'=Nh'G,\qquad G'(1)=Nd,
\]

\[
G''=Nh''G+(Nh')^2G,\qquad G''(1)=Nd^2+N^2d^2 .
\]

The variance is \(E[S(S-1)]+E[S]-(E[S])^2\), which is

\[
\operatorname{Var}S=Nd^2+N^2d^2+Nd-N^2d^2=Nd(1+d).
\]

This agrees with part (b) without using the law of total variance. It also shows that \(S\) is not a Poisson number, because its variance is \(1+d\) times its mean.

The value at \(s=0\) keeps the term with \(S=0\) and removes all others, so the probability of a blank pixel is

\[
P(S=0)=G(0)=\exp\!\left[-N\left(1-e^{-d}\right)\right].
\]

The bracket \(1-e^{-d}\) is the chance that one primary releases at least one secondary. Since \(1-e^{-d}<d\), a blank pixel is more likely than it would be for a Poisson count with the same mean \(Nd\). The secondaries come in groups, and grouping leaves more pixels empty.

Finally, add \(F\) independent frames of the same pixel, each with mean \(N_1\) primaries and the same yield. The generating function of a sum of independent counts is the product of their generating functions:

\[
\left(e^{N_1[h(s)-1]}\right)^F=e^{FN_1[h(s)-1]} .
\]

This is the same law with \(N=FN_1\). The ratio therefore grows as \(\sqrt F\). Averaging the frames instead of adding them divides signal and noise by the same \(F\) and gives the same ratio.

## Second half: a worked pixel and the limits of the model

The symbols are carried over from the first half. A pixel receives \(K\) primaries, a Poisson number with mean \(N\). Each primary releases \(X\) secondaries with mean yield \(d\), and the signal \(S\) is the total. For independent Poisson emission the variance is \(Nd+Nd^2\), where the first part comes from emission and the second from arrivals. The ratio of mean to standard deviation is \(R=\sqrt{Nd/(1+d)}\). The probability of a blank pixel is \(\exp[-N(1-e^{-d})]\), and frames combine by adding their values of \(N\).

### (e) A silicon line in a critical-dimension microscope

**Question.** An air-exposed silicon line on a grounded wafer is viewed at a landing energy of 800 eV with a beam current of 10 pA. The dwell time is 100 ns per frame, 16 frames are added, and the pixel is a square of side 1.0 nm. Take \(d=1.2\). Find the dose, the noise and \(R\), and the dose needed for \(R=10\).

**Solution.** The charge delivered in one frame is the current times the dwell time, \(10\ \text{pA}\times100\ \text{ns}=1.0\times10^{-18}\ \text{C}\). Dividing by the elementary charge \(e=1.60218\times10^{-19}\ \text{C}\) gives the mean number of primaries:

\[
N_1=\frac{1.0\times10^{-18}}{1.60218\times10^{-19}}=6.2415,\qquad N=16N_1=99.86 .
\]

The pixel area is \((10^{-7}\ \text{cm})^2=10^{-14}\ \text{cm}^2\). The dose of all frames is

\[
D=\frac{16\times1.0\times10^{-18}\ \text{C}}{10^{-14}\ \text{cm}^2}=1600\ \mu\text{C/cm}^2 .
\]

The mean signal is \(Nd=99.86\times1.2=119.8\) secondaries. The emission part of the variance has the same value, 119.8, and the arrival part is \(Nd^2=143.8\). Their sum is 263.6, so the standard deviation is 16.24 and

\[
R=\frac{119.84}{16.24}=7.38 .
\]

The noise is therefore about 14 % of the signal. The arrivals contribute more variance than the emission because \(d\) is above one. The square root of the number of secondaries would have suggested \(R=\sqrt{Nd}=10.95\), which is above \(\sqrt N=9.99\).

A single frame gives \(R=1.845\), one quarter of the value for 16 frames, as the factor \(\sqrt{16}\) requires. Its chance of a blank pixel is

\[
P(S=0)=\exp\!\left[-6.242\left(1-e^{-1.2}\right)\right]=0.0128 ,
\]

so on average about one pixel in 78 of a uniform patch is empty in any one frame.

For a required ratio, solve \(R^2=Nd/(1+d)\) for \(N\):

\[
N=R^2\,\frac{1+d}{d}=100\times\frac{2.2}{1.2}=183.3 .
\]

At the same pixel size the dose is proportional to \(N\), which gives \(1600\times183.3/99.86=2937\ \mu\text{C/cm}^2\). Raising \(R\) from 7.38 to 10 thus costs 84 % more dose.

### (f) General emission, lost electrons, detector spread and an unsteady beam

So far, the signal-to-noise ratio has been derived for Poisson arrivals and Poisson emission, and a worked silicon pixel gives \(R=7.38\) after 16 frames. It remains to relax the assumptions about emission, collection, the detector and the beam current, to find the size of these effects for the same pixel, and to examine uncertain yield, the independence of the arrivals and surface charge.

All numerical values are calculated from the stated model.
